# Rank-one perturbations interlace the spectrum: two proofs and the ghost-state count

A separable pseudopotential can reproduce its reference state perfectly and still be useless. In a model $s$ channel treated below, the reference level lies at $-0.236$ hartree, and the separable Hamiltonian has it as an eigenvalue by construction. The same Hamiltonian has another level at $-1.211$ hartree, with no counterpart in the potential it was meant to represent. A calculation that fills levels from the bottom would occupy this ghost state first. Checking the reference energy does not reveal it. A relation between the levels with and without the separable term does.

## The statement

Let $H_0$ be the local Hamiltonian of one angular-momentum channel: kinetic energy, centrifugal term and local potential. Add one projector,

$$H=H_0+\lambda|\chi\rangle\langle\chi|,\qquad \langle\chi|\chi\rangle=1,$$

with $\lambda$ real and both $\lambda$ and $\chi$ independent of energy. $H_0$ is self-adjoint and bounded below. Let $\Sigma$ be the energy below which its spectrum consists of separate levels of finite multiplicity: the continuum threshold, or infinity if the spectrum is purely discrete. Below $\Sigma$ the levels of $H_0$ are $e_0\le e_1\le\dots$ and those of $H$ are $E_0\le E_1\le\dots$, each repeated according to its multiplicity. Then

$$\lambda>0:\quad e_i\le E_i\le e_{i+1},\tag{1}$$

$$\lambda<0:\quad E_0\le e_0,\qquad e_{i-1}\le E_i\le e_i\quad(i\ge1).\tag{2}$$

For negative strength, therefore, at most one level lies below $e_0$. Exactly one does if $\chi$ overlaps any local state of energy $e_0$. If it overlaps none, the attraction must exceed a critical value, found below for a discrete spectrum with a simple lowest level.

## First derivation: counting levels

**A variational count.** For a self-adjoint operator $A$, let $N_A(E)$ be the dimension of the space spanned by its states with energy below $E$. If this number is finite, it is the largest dimension of a subspace $M$ on which

$$\langle\psi|A|\psi\rangle<E\langle\psi|\psi\rangle\quad\text{for every nonzero }\psi\in M.\tag{3}$$

The span of the eigenstates below $E$ satisfies (3): for $\psi=\sum_k c_k\psi_k$ with energies $a_k<E$, the left side is $\sum_k a_k|c_k|^2<E\sum_k|c_k|^2$. No larger subspace can satisfy it. If $\dim M>N_A(E)$, the $N_A(E)$ linear conditions of orthogonality to those eigenstates leave at least one nonzero $\psi$ in $M$. This $\psi$ contains only energies at or above $E$, so $\langle\psi|A|\psi\rangle\ge E\langle\psi|\psi\rangle$, which contradicts (3).

**What one projector can change.** Take $E<\Sigma$, so that $N_{H_0}(E)$ is finite, and use

$$\langle\psi|H|\psi\rangle=\langle\psi|H_0|\psi\rangle+\lambda|\langle\chi|\psi\rangle|^2.\tag{4}$$

Let $\lambda>0$. Any subspace satisfying (3) for $H$ also satisfies it for $H_0$, because the added term is not negative. Hence $N_H\le N_{H_0}$. Conversely, take the span of the $N_{H_0}$ local states below $E$ and keep only the vectors with $\langle\chi|\psi\rangle=0$. This is one linear condition, so at least $N_{H_0}-1$ dimensions remain. On them the last term of (4) vanishes and (3) holds for $H$. Together,

$$\lambda>0:\quad N_{H_0}(E)-1\le N_H(E)\le N_{H_0}(E).\tag{5}$$

Let $\lambda<0$. Take any $m$-dimensional space of states of $H$ with energies below $E$. Its vectors orthogonal to $\chi$ form a space of dimension at least $m-1$, on which (3) holds for $H_0$. So $m-1\le N_{H_0}(E)$, which shows that $N_H(E)$ is finite and at most $N_{H_0}(E)+1$. In the other direction, the local states below $E$ satisfy (3) for $H$ as well, because the added term is not positive. Thus

$$\lambda<0:\quad N_{H_0}(E)\le N_H(E)\le N_{H_0}(E)+1.\tag{6}$$

**From counts to levels.** Let $\lambda>0$ and suppose $E_i<e_i$. At $E=e_i$ at least $i+1$ levels of $H$ lie below $E$, but at most $i$ local levels do. This contradicts (5), so $E_i\ge e_i$. Next choose $E$ slightly above $e_{i+1}$. At least $i+2$ local levels lie below it, so by (5) at least $i+1$ levels of $H$ do, and $E_i<E$. Letting $E$ fall to $e_{i+1}$ gives $E_i\le e_{i+1}$, which completes (1).

For $\lambda<0$, write $H_0=H+|\lambda||\chi\rangle\langle\chi|$. This is the positive case with the two operators exchanged, so $E_i\le e_i\le E_{i+1}$, which is (2).

If there is no local level $e_{i+1}$ below $\Sigma$, the upper limit in (1) becomes $\Sigma$, and $E_i$ may be absent because it has been pushed into the continuum. If there is no local level $e_i$ below $\Sigma$, the upper limit in (2) likewise becomes $\Sigma$: $E_i$ may be absent, or it may be one additional level bound by the attraction.

**Below the lowest local level.** At $E=e_0$ the local count is zero, so (6) allows at most one level of an attractive $H$ there. Let $\varphi_0$ be a normalised lowest local state with $w_0=|\langle\varphi_0|\chi\rangle|^2>0$. Then

$$\langle\varphi_0|H|\varphi_0\rangle=e_0+\lambda w_0<e_0,\tag{7}$$

so at least one level lies below $e_0$, and hence exactly one, however weak or strong the attraction.

The limit of one comes from the single condition $\langle\chi|\psi\rangle=0$. A perturbation of rank two imposes two conditions and can do more. Take local levels $0,1,3$ and lower the first two diagonal elements by 5. The new levels are $-5,-4,3$, and two of them lie below the old minimum.

## Second derivation: the secular equation

Now let $H_0$ have purely discrete, simple levels $e_k$ with eigenstates $\varphi_k$, and let every weight $w_k=|\langle\varphi_k|\chi\rangle|^2$ be nonzero. Normalisation of $\chi$ gives $\sum_kw_k=1$.

**The equation.** An eigenstate of $H$ obeys

$$(E-H_0)\psi=\lambda\chi\langle\chi|\psi\rangle.\tag{8}$$

If $\langle\chi|\psi\rangle$ were zero, $\psi$ would be an eigenstate of $H_0$ orthogonal to $\chi$, which the assumptions exclude. Projecting (8) on $\varphi_k$ gives

$$(E-e_k)\langle\varphi_k|\psi\rangle=\lambda\langle\varphi_k|\chi\rangle\langle\chi|\psi\rangle.\tag{9}$$

The right side is nonzero, so $E$ never equals a local level. We may therefore invert $E-H_0$ in (8), project on $\chi$ and divide by $\langle\chi|\psi\rangle$:

$$\frac1\lambda=F(E),\qquad F(E)=\langle\chi|(E-H_0)^{-1}|\chi\rangle=\sum_k\frac{w_k}{E-e_k}.\tag{10}$$

Conversely, let $E$ solve (10) and set $\psi=(E-H_0)^{-1}\chi$. Then $(E-H_0)\psi=\chi$, while $\lambda\chi\langle\chi|\psi\rangle=\lambda F(E)\chi=\chi$. The two sides of (8) agree, so $\psi$ is an eigenstate. By (8) every eigenstate at this energy is proportional to it, so each root is a simple level.

**One root per gap.** Between its poles $F$ falls steadily:

$$F'(E)=-\sum_k\frac{w_k}{(E-e_k)^2}<0.\tag{11}$$

Just above $e_i$ the term $w_i/(E-e_i)$ drives $F$ to $+\infty$. Just below $e_{i+1}$ the next term drives it to $-\infty$. In each gap $F$ therefore takes every real value once, and (10) has one root there for either sign of $\lambda$.

Below $e_0$ all terms are negative, and $F$ falls from $0$ at $E\to-\infty$ to $-\infty$ at $e_0$. There is one root if $\lambda<0$ and none if $\lambda>0$. Numbering the roots from the bottom gives

$$\lambda>0:\ e_0<E_0<e_1<E_1<\dots,\qquad \lambda<0:\ E_0<e_0<E_1<e_1<\dots\tag{12}$$

These are (1) and (2) with strict inequalities. In a finite space with $\lambda>0$ the last root lies above the top local level, where $F$ falls from $+\infty$ to $0$.

**Very strong projectors.** As $\lambda\to\pm\infty$, the left side of (10) tends to zero, and the root in each gap tends to the zero of $F$ in that gap. A repulsion of any strength thus leaves $E_0$ below $e_1$. The state escapes the repulsion by becoming orthogonal to $\chi$, since $\langle\chi|\psi\rangle\propto F(E)\to0$.

**Missing overlaps and degeneracy.** If $w_k=0$, then $\varphi_k$ is an eigenstate of both operators at the same energy. In a $d$-fold degenerate level, the basis can be rotated so that at most one state overlaps $\chi$; the other $d-1$ or more are unaffected. Such states are set aside and the argument is applied to the rest. Restoring them raises $N_H$ and $N_{H_0}$ equally, so (5) and (6) survive, and with them (1) and (2), now with equality allowed.

If a simple lowest level has $w_0=0$, $F$ has no pole at $e_0$. Below $e_0$ it falls only from $0$ to the finite value $F(e_0)=-\sum_{k>0}w_k/(e_k-e_0)$. A root with $1/\lambda=-1/|\lambda|$ exists there if and only if

$$|\lambda|\sum_{k>0}\frac{w_k}{e_k-e_0}>1.\tag{13}$$

**Three levels by hand.** Take $e=(0,1,3)$ hartree and $w=(\tfrac12,\tfrac14,\tfrac14)$. Over a common denominator,

$$F(E)=\frac{2(E-1)(E-3)+E(E-3)+E(E-1)}{4E(E-1)(E-3)}=\frac{4E^2-12E+6}{4E(E-1)(E-3)}.$$

For $\lambda=2$, setting $F=\tfrac12$ gives $4E^2-12E+6=2E^3-8E^2+6E$, or

$$E^3-6E^2+9E-3=0,\qquad E=0.468,\ 1.653,\ 3.879.$$

For $\lambda=-2$, setting $F=-\tfrac12$ gives

$$E^3-2E^2-3E+3=0,\qquad E=-1.461,\ 0.761,\ 2.700.$$

The first set lies in the two gaps and above the top level; the second lies in the two gaps and below the bottom level. At infinite strength the numerator vanishes, $E=(3\pm\sqrt3)/2=0.634,\ 2.366$, and both signs of $\lambda$ share these limits.

With weights $(0,\tfrac12,\tfrac12)$ instead, the sum in (13) is $\tfrac12+\tfrac16=\tfrac23$ per hartree, so the critical attraction is $1.5$ hartree. At $1.05$ times this value the lowest level is $-0.060$ hartree; at $0.95$ times it is still the untouched level at zero.

## What each derivation assumes

Both need a Hermitian $H$ and a projector that does not change with energy. A normalisable $\chi$ was assumed here for convenience: the count rests on the one linear condition $\langle\chi|\psi\rangle=0$, and a delta potential in a one-dimensional box, for which this condition reads $\psi(x_0)=0$, interlaces the levels in the same way. If $\lambda$ or $\chi$ depended on $E$, there would be no single operator whose levels could be counted, and the monotonic fall of $F$ would no longer ensure one root per gap.

The counting proof uses only expectation values and dimensions. It requires neither simple levels nor nonzero overlaps, and it tolerates a continuum above $\Sigma$. It also extends at once to $r$ projectors: $r$ linear conditions replace one, so the counts differ by at most $r$. It does not say where in its interval a level lies.

The secular proof assumes a resolved discrete spectrum and must treat missing overlaps and degeneracies separately. In return it gives strict inequalities, the positions of the levels, the strong-coupling limits and the critical strength (13). As written it is tied to a single projector, because (10) is a scalar equation.

## Ghosts in a Kleinman–Bylander channel

Let $u$ be the normalised ground state of the original, semilocal channel potential $V_l$, with energy $\varepsilon$. Choose a local potential $V_{\rm loc}$ and set $\delta V=V_l-V_{\rm loc}$, so that $(H_0+\delta V)u=\varepsilon u$. The Kleinman–Bylander form is

$$H=H_0+\frac{|\delta V\,u\rangle\langle\delta V\,u|}{\langle u|\delta V|u\rangle}.\tag{14}$$

Acting on $u$, the fraction gives $\delta V\,u$, hence $Hu=\varepsilon u$. Normalising the projector function puts (14) in the form studied here:

$$\chi=\frac{\delta V\,u}{\|\delta V\,u\|},\qquad \lambda=\frac{\langle u|\delta V^2|u\rangle}{\langle u|\delta V|u\rangle}.\tag{15}$$

The mean of $\delta V$ must not vanish, and its sign is the sign of $\lambda$.

Since $u$ is the ground state of the channel being imitated, every level of $H$ below $\varepsilon$ is a ghost. Let $g$ be their number and $n$ the number of local levels below $\varepsilon$, and assume that $\varepsilon$ is not itself a local level. Then $E-H_0$ can be inverted in (8) at $E=\varepsilon$, so $\varepsilon$ is a simple level of $H$. At $E=\varepsilon$ the counts are $N_{H_0}=n$ and $N_H=g$; just above $\varepsilon$ they are $n$ and $g+1$. Applying (5) and (6) at both energies gives

$$\lambda>0:\ n-1\le g,\quad g+1\le n\ \Rightarrow\ g=n-1,$$

$$\lambda<0:\ n\le g,\quad g+1\le n+1\ \Rightarrow\ g=n.\tag{16}$$

The reference is therefore the lowest level if $\varepsilon<e_1$ for positive strength, or $\varepsilon<e_0$ for negative strength. Besides $\varepsilon$ and the sign of $\lambda$, this test needs only the local spectrum. It does not exclude spurious levels above $\varepsilon$, and it holds for the fixed local potential in which the levels were computed. It is derived for one projector per channel and a bound reference state; potentials with several projectors per channel, with an overlap operator, or with an unbound reference state are not covered by (16).

## Four local potentials for one channel

In hartree atomic units, take the $s$-channel potential

$$V_l(r)=-\frac{\operatorname{erf}(r)}{r}+0.5\,e^{-(r/1.5)^2},$$

with a hard wall at 50 bohr, which makes the spectrum discrete. The radial equation was diagonalised on a uniform grid of 500 intervals, with the kinetic energy represented in sine functions. The ground state has $\varepsilon=-0.236$ hartree ($-6.4$ eV).

In cases A, B and C the local potential has the same form, but the Gaussian height $0.5$ is replaced by $-0.5$, $-5$ and $2.5$ hartree. Then $\delta V=c\,e^{-(r/1.5)^2}$ with $c=1$, $5.5$ and $-2$ hartree. By (15) $\lambda$ is proportional to $c$. The computed value for $c=1$ is $0.454$ hartree, so case B has $5.5\times0.454=2.50$ and case C has $-2\times0.454=-0.91$.

In case D, $\delta V=12\,e^{-r^2}-W e^{-(r/2)^2}$ changes sign. Requiring $\langle u|\delta V|u\rangle=-0.5$ hartree fixes $W=4.85$ hartree.

| Case | $\lambda$ | $e_0,\ e_1$ | $E_0,\ E_1$ | $n$ | $g$ |
|---|---|---|---|---|---|
| A | 0.454 | −0.488, −0.118 | −0.236, −0.086 | 1 | 0 |
| B | 2.498 | −3.161, −0.626 | −1.211, −0.236 | 2 | 1 |
| C | −0.908 | −0.147, −0.062 | −0.236, −0.084 | 0 | 0 |
| D | −2.462 | −1.860, −0.103 | −2.832, −0.236 | 1 | 1 |

Energies are in hartree. In case A the reference lies between $e_0$ and $e_1$, as a ghost-free repulsive projector requires. In case B the local well is so deep that two local levels lie below $\varepsilon$. The projector raises the lower one by almost 2 hartree, but not past $e_1$, and it remains as a ghost at $-32.9$ eV. More repulsion does not help: with $\lambda$ multiplied by 10 and by 100, $E_0$ rises only to $-0.754$ and $-0.743$ hartree, still below $e_1=-0.626$. The scaling also departs from (14), so $\varepsilon$ is no longer a level: $E_1$ moves from $-0.236$ to $-0.113$ hartree. A different local potential, as in case A, does remove the ghost.

Case C shows that a level below $e_0$ need not be a ghost. One level falls below $e_0$, as (7) demands, and it is the reference itself. Here $\delta V<0$ everywhere, so $V_{\rm loc}$ lies above $V_l$ and the variational principle places $e_0$ above $\varepsilon$.

In case D the mean of $\delta V$ is also negative, but $\delta V$ is positive near the nucleus. There $V_{\rm loc}$ is deeper than $V_l$, and it binds a local level at $-1.860$ hartree, below $\varepsilon$. The attractive projector lowers this level further, to a ghost at $-2.832$ hartree ($-77.0$ eV). The estimate (7), with the computed weight $w_0=0.223$, gives $-1.860-2.462\times0.223=-2.41$ hartree as an upper bound on $E_0$, and the computed level lies below it.
